# Field-induced gap and thermal on-off ratio of bilayer graphene: a program that tests the result

```python
# Result under test: the gap of AB bilayer graphene with layer energies +U/2, -U/2
# and interlayer hopping t is U t / sqrt(U^2 + t^2); thermal on-off ratios are about
# exp(gap/2kT)/2 (gapless contacts) and exp(gap/kT)/4 (gapped bilayer contacts).
# Symbols: g0 in-plane hopping, hv = hbar * Dirac velocity, x = (hv k)^2,
# F = displacement field / epsilon0, d = layer distance. Energies eV, lengths nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

g0, t, lattice, d, T = 3.0, 0.4, 0.25, 0.34, 300.0
hv = np.sqrt(3) / 2 * lattice * g0
kT = const.k * T / const.e
e_over_eps0 = const.e / const.epsilon_0 * 1e9          # V nm
G_unit = 4 * const.e**2 / const.h                      # S, spin and valley included


def hamiltonian(q, U):
    """q = complex in-plane matrix element (eV); sites A1, B1, A2, B2."""
    q = np.asarray(q, dtype=complex)
    H = np.zeros(q.shape + (4, 4), dtype=complex)
    H[..., 0, 0] = H[..., 1, 1] = U / 2
    H[..., 2, 2] = H[..., 3, 3] = -U / 2
    H[..., 0, 1] = H[..., 2, 3] = q
    H[..., 1, 0] = H[..., 3, 2] = q.conj()
    H[..., 1, 2] = H[..., 2, 1] = t
    return H


def gap_formula(U):
    return U * t / np.sqrt(U**2 + t**2)


def edge_x(U):
    return U**2 * (U**2 + 2 * t**2) / (4 * (U**2 + t**2))


# --- gap: diagonalization against the formula ---
U_end = brentq(lambda U: edge_x(U) - 9 * g0**2, 1.0, 100.0)
for U in (0.05, 0.2, 0.4, 1.0, 4.0, 0.9 * U_end):
    best = minimize_scalar(lambda q: np.linalg.eigvalsh(hamiltonian(q, U))[2],
                           bounds=(0, 3 * g0), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(2 * best.fun - gap_formula(U)) < 1e-7
    assert abs(best.x**2 - edge_x(U)) < 1e-3 * edge_x(U)

# whole Brillouin zone: no lower minimum anywhere
phase = 2 * np.pi * np.arange(180) / 180
p1, p2 = np.meshgrid(phase, phase)
zone = np.linalg.eigvalsh(hamiltonian(g0 * (1 + np.exp(1j*p1) + np.exp(1j*p2)), 1.0))
gap_zone = zone[..., 2].min() - zone[..., 1].max()
assert gap_formula(1.0) - 1e-10 < gap_zone < 1.05 * gap_formula(1.0)

# beyond the plateau the lattice gap exceeds t
radii = np.linspace(0, 3 * g0, 3001)
gap_beyond = 2 * np.linalg.eigvalsh(hamiltonian(radii, 1.2 * U_end))[:, 2].min()
assert gap_beyond > 1.5 * t


# --- layer imbalance and screening ---
def imbalance(x, U):
    R = (x - U**2 / 4)**2 + t**2 * U**2 / 4
    S = np.sqrt(t**2 + U**2 / 2 + 2 * x + 2 * np.sqrt(R))
    return U / S * (1 + (t**2 / 2 - x + U**2 / 4) / np.sqrt(R))


for U in (0.1, 0.5):
    for q in (0.02, 0.2, 0.7, 2.0):
        vec = np.linalg.eigh(hamiltonian(q, U))[1][:, :2]
        weight = (abs(vec)**2).sum(axis=1)
        assert abs(weight[2:].sum() - weight[:2].sum() - imbalance(q**2, U)) < 1e-10


def delta_n(U):
    integrand = lambda y: 2 * y * imbalance(y * y, U)
    total = quad(integrand, 0, 1, limit=200)[0] + quad(integrand, 1, 200, limit=200)[0]
    total += U * t**2 / (2 * 200)                      # analytic tail beyond 200 eV
    return total / (np.pi * hv**2)


def applied_field(U):
    return U / d + e_over_eps0 * delta_n(U) / 2


# --- transport modes ---
def mode_radii(E, U):
    """hv*K of outer and inner constant-energy circles, zero where absent."""
    disc = E**2 * (U**2 + t**2) - U**2 * t**2 / 4
    root = np.sqrt(np.maximum(disc, 0))
    centre = E**2 + U**2 / 4
    outer = np.where(disc >= 0, np.sqrt(centre + root), 0)
    inner = np.where(disc >= 0, np.sqrt(np.maximum(centre - root, 0)), 0)
    return outer, inner


U_test, step = 0.3, 0.005
qy = -1 + step * (np.arange(400) + 0.5)
qx = np.linspace(-1, 1, 402)
bands = np.linalg.eigvalsh(hamiltonian(qx[None, :] - 1j * qy[:, None], U_test))
for E in (0.13, 0.25, 0.5):
    rising = ((bands[:, :-1] < E) & (bands[:, 1:] >= E)).sum()
    counted = rising * step / 2
    assert abs(counted / sum(mode_radii(E, U_test)) - 1) < 0.04   # finite momentum grid

# energies from the Fermi level; midpoints avoid landing on a band edge
n_E, E_max = 240000, 1.2
dE = 2 * E_max / n_E
energy = -E_max + dE * (np.arange(n_E) + 0.5)
thermal = dE / (4 * kT * np.cosh(energy / (2 * kT))**2)


def conductance(U, channel_mid, source_mid=None):
    """S per nm of width; midgap energies relative to the Fermi level."""
    channel = mode_radii(energy - channel_mid, U)
    if source_mid is not None:
        source = mode_radii(energy - source_mid, U)
        channel = [np.minimum(a, b) for a, b in zip(channel, source)]
    return G_unit * ((channel[0] + channel[1]) * thermal).sum() / (np.pi * hv)


def gapless_contacts(U):
    on = conductance(U, -(gap_formula(U) / 2 + 5 * kT))
    return on, conductance(U, 0.0)


def gapped_contacts(U):
    half = gap_formula(U) / 2
    return conductance(U, -half, -half), conductance(U, half, -half)


# plateau limit of both estimates, from the full integrals at large U
U_big = 8.0
on, off = gapless_contacts(U_big)
assert abs(on / off / (0.5 * np.exp(gap_formula(U_big) / (2*kT))) - 1) < 0.03
on, off = gapped_contacts(U_big)
# mode radii still vary by several per cent at this U
assert abs(on / off / (0.25 * np.exp(gap_formula(U_big) / kT)) - 1) < 0.20

print(f"in-plane hopping g0 = {g0:.1f} eV, interlayer hopping t = {t:.1f} eV")
print(f"lattice constant = {lattice:.2f} nm, layer distance = {d:.2f} nm")
print(f"hbar*velocity = {hv:.4f} eV nm")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"gap at U = t: {gap_formula(t):.4f} eV")
print(f"U for a gap of 0.9 t: {0.9 * t / np.sqrt(1 - 0.81):.4f} eV")
print(f"whole-zone grid gap at U = 1 eV: {gap_zone:.4f} eV")
print(f"formula gap at U = 1 eV: {gap_formula(1.0):.4f} eV")
print(f"end of plateau: U = {U_end:.2f} eV")
print(f"lattice gap at 1.2 times that U: {gap_beyond:.2f} eV")
on0, off0 = gapless_contacts(0.0)
print(f"on-off ratio without gap (U = 0): {on0 / off0:.2f}")

for F in (1.0, 2.0, 3.0):
    U = brentq(lambda u: applied_field(u) - F, 1e-3, 3.0)
    gap = gap_formula(U)
    on, off = gapless_contacts(U)
    on2, off2 = gapped_contacts(U)
    simple, ceiling = 0.5 * np.exp(gap / (2*kT)), 0.25 * np.exp(gap / kT)
    # estimates ignore the energy dependence of the mode count
    assert 0.4 < on / off / simple < 2.5
    assert 0.2 < on2 / off2 / ceiling < 5
    # midgap, and end-to-end gaps centred on the Fermi level, are the best off states
    assert min(conductance(U, kT), conductance(U, -kT)) > off
    for shift in (2 * kT, -2 * kT):
        assert conductance(U, gap/2 + shift, -gap/2 + shift) > off2
    # raising the channel further opens band-to-band current
    leak = conductance(U, gap/2 + 2 * kT, -gap/2)
    assert leak > 5 * off2
    print(f"--- applied field F = {F:.1f} V/nm ---")
    print(f"unscreened U = {F * d:.3f} eV, screened U = {U:.4f} eV")
    print(f"layer imbalance = {delta_n(U):.4f} electrons/nm^2")
    print(f"gap = {gap:.4f} eV, gap/kT = {gap / kT:.2f}")
    print(f"gapless contacts: on {on*1e6:.3f} mS/um, off {off*1e9:.3f} uS/um")
    print(f"  on-off ratio: integral {on/off:.3g}, estimate {simple:.3g}")
    print(f"gapped contacts: on {on2*1e6:.3f} mS/um, off {off2*1e9:.3g} uS/um")
    print(f"  on-off ratio: integral {on2/off2:.3g}, estimate {ceiling:.3g}")
    print(f"  off current factor if channel raised 2kT more: {leak/off2:.3g}")

print("--- plateau limit, gap = t ---")
print(f"gapless contacts, exp(t/2kT)/2 = {0.5 * np.exp(t / (2*kT)):.3g}")
print(f"gapped contacts, exp(t/kT)/4 = {0.25 * np.exp(t / kT):.3g}")
print("all good")
```

Printed output:

```
in-plane hopping g0 = 3.0 eV, interlayer hopping t = 0.4 eV
lattice constant = 0.25 nm, layer distance = 0.34 nm
hbar*velocity = 0.6495 eV nm
temperature = 300 K, kT = 0.02585 eV
gap at U = t: 0.2828 eV
U for a gap of 0.9 t: 0.8259 eV
whole-zone grid gap at U = 1 eV: 0.3715 eV
formula gap at U = 1 eV: 0.3714 eV
end of plateau: U = 18.00 eV
lattice gap at 1.2 times that U: 3.62 eV
on-off ratio without gap (U = 0): 2.24
--- applied field F = 1.0 V/nm ---
unscreened U = 0.340 eV, screened U = 0.1429 eV
layer imbalance = 0.0641 electrons/nm^2
gap = 0.1346 eV, gap/kT = 5.21
gapless contacts: on 26.306 mS/um, off 2114.798 uS/um
  on-off ratio: integral 12.4, estimate 6.75
gapped contacts: on 8.306 mS/um, off 160 uS/um
  on-off ratio: integral 52, estimate 45.6
  off current factor if channel raised 2kT more: 31.4
--- applied field F = 2.0 V/nm ---
unscreened U = 0.680 eV, screened U = 0.3000 eV
layer imbalance = 0.1235 electrons/nm^2
gap = 0.2400 eV, gap/kT = 9.28
gapless contacts: on 33.236 mS/um, off 520.685 uS/um
  on-off ratio: integral 63.8, estimate 51.9
gapped contacts: on 13.496 mS/um, off 3.98 uS/um
  on-off ratio: integral 3.39e+03, estimate 2.69e+03
  off current factor if channel raised 2kT more: 1.92e+03
--- applied field F = 3.0 V/nm ---
unscreened U = 1.020 eV, screened U = 0.4464 eV
layer imbalance = 0.1865 electrons/nm^2
gap = 0.2979 eV, gap/kT = 11.52
gapless contacts: on 39.679 mS/um, off 249.857 uS/um
  on-off ratio: integral 159, estimate 159
gapped contacts: on 19.700 mS/um, off 0.594 uS/um
  on-off ratio: integral 3.32e+04, estimate 2.53e+04
  off current factor if channel raised 2kT more: 2.26e+04
--- plateau limit, gap = t ---
gapless contacts, exp(t/2kT)/2 = 1.15e+03
gapped contacts, exp(t/kT)/4 = 1.31e+06
all good
```
